# Effective Conduction-Band Density of States for an Effective Mass of 0.34: test program

```python
"""
Result under test: the effective conduction-band density of states
    Nc = 2 (2 pi m kT / h^2)^(3/2) = 2 / lam^3
for one isotropic parabolic minimum with two spin states.
m: effective mass, T: temperature, kT: thermal energy,
lam: thermal wavelength h / sqrt(2 pi m kT).
Energies are in eV from the band edge, lengths in nm, densities in nm^-3
internally and in cm^-3 when printed.
An s-orbital band on a simple cubic lattice (spacing a, hopping -t)
tests the parabolic approximation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from mpmath import polylog

PER_CM3 = 1e21            # 1 nm^-3 expressed in cm^-3
mass_ratio = 0.34
temperature = 300.0
kT = const.k * temperature / const.e
free_coeff = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
coeff = free_coeff / mass_ratio          # hbar^2 / (2 m), eV nm^2

# Closed formula, evaluated in SI units and converted to nm^-3
mass = mass_ratio * const.m_e
Nc = 2 * (2 * np.pi * mass * const.k * temperature / const.h**2)**1.5 * 1e-27
lam = np.sqrt(4 * np.pi * coeff / kT)
assert abs(2 / lam**3 / Nc - 1) < 1e-10


def dos(energy):
    """Density of states per volume and energy, both spins."""
    return np.sqrt(energy) / (2 * np.pi**2 * coeff**1.5)


# Density of states against a direct count of box states
box = 200.0
idx = np.arange(-45, 46)
n_sq = (idx[:, None, None]**2 + idx[None, :, None]**2
        + idx[None, None, :]**2)
box_energy = coeff * (2 * np.pi / box)**2 * n_sq
count_errors = []
for e_top in (0.1, 0.2):
    counted = 2 * np.count_nonzero(box_energy < e_top) / box**3
    integrated = quad(dos, 0, e_top)[0]
    count_errors.append(abs(counted / integrated - 1))
    # tolerance: surface roughness of the lattice-point count
    assert count_errors[-1] < 5e-3

# Nc as a plain Boltzmann sum over discrete states of a smaller box
small_box = 40.0
idx = np.arange(-25, 26)
n_sq = (idx[:, None, None]**2 + idx[None, :, None]**2
        + idx[None, None, :]**2)
small_energy = coeff * (2 * np.pi / small_box)**2 * n_sq
Nc_sum = 2 * np.exp(-small_energy / kT).sum() / small_box**3
assert abs(Nc_sum / Nc - 1) < 1e-8

# Nc and the mean energy by quadrature over the density of states
Nc_quad = kT * quad(lambda u: dos(u * kT) * np.exp(-u), 0, 60)[0]
assert abs(Nc_quad / Nc - 1) < 1e-6
gamma_integral = quad(lambda u: np.sqrt(u) * np.exp(-u), 0, 60)[0]
assert abs(gamma_integral - np.sqrt(np.pi) / 2) < 1e-6
mean_energy = kT**2 * quad(
    lambda u: u * dos(u * kT) * np.exp(-u), 0, 60)[0] / Nc_quad
assert abs(mean_energy / (1.5 * kT) - 1) < 1e-6


def fermi_density(fermi_level):
    """Electron density with the full Fermi function."""
    eta = fermi_level / kT
    return kT * quad(
        lambda u: dos(u * kT) * np.exp(-u) / (np.exp(-u) + np.exp(-eta)) 
        * np.exp(-eta) * np.exp(eta), 0, 60)[0]


# Fermi statistics against the polylogarithm and the first correction
depth = 0.10
eta = -depth / kT
n_boltz = Nc * np.exp(eta)
n_fermi = fermi_density(-depth)
n_edge = fermi_density(0.0)
for value, arg in ((n_fermi, eta), (n_edge, 0.0)):
    reference = -float(polylog(1.5, -np.exp(arg)).real) * Nc
    assert abs(value / reference - 1) < 1e-6
first_order_ratio = 1 - np.exp(eta) / 2**1.5
# tolerance: size of the neglected second-order term
assert abs(n_fermi / n_boltz - first_order_ratio) < 2e-4
assert n_edge < Nc

# s-orbital band: hopping from the mass, dispersion from diagonalization
a = 0.35
t = coeff / a**2


def s_band(kx, ky, kz):
    return 2 * t * (3 - np.cos(kx * a) - np.cos(ky * a) - np.cos(kz * a))


sites = 5
one = np.eye(sites)
ring = np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0)
neighbours = (np.kron(np.kron(ring, one), one)
              + np.kron(np.kron(one, ring), one)
              + np.kron(np.kron(one, one), ring))
levels = np.linalg.eigvalsh(6 * t * np.eye(sites**3) - t * neighbours)
k_ring = 2 * np.pi * np.arange(sites) / (sites * a)
bloch = s_band(*np.meshgrid(k_ring, k_ring, k_ring)).ravel()
assert np.allclose(levels, np.sort(bloch), atol=1e-10)

# Mass from the curvature of the band in three directions
step = 0.01
masses = []
for direction in ((1, 0, 0), (1, 1, 0), (1, 1, 1)):
    q = step * np.array(direction) / np.linalg.norm(direction)
    curvature = (s_band(*q) - 2 * s_band(0, 0, 0) + s_band(*(-q))) / step**2
    masses.append(2 * free_coeff / curvature)
assert np.allclose(masses, mass_ratio, rtol=1e-5)

# Boltzmann sum over the complete Brillouin zone of the s band
points = 80
k_axis = 2 * np.pi * np.arange(points) / (points * a)
zone = s_band(k_axis[:, None, None], k_axis[None, :, None],
              k_axis[None, None, :])
Nc_band = 2 * np.exp(-zone / kT).mean() / a**3
band_shift = Nc_band / Nc - 1
predicted_shift = 3 * kT / (16 * t)
# tolerance: size of the neglected second-order term
assert abs(band_shift - predicted_shift) < 1e-4

# The value claimed for the exercise, to two significant figures
assert abs(Nc * PER_CM3 / 5.0e18 - 1) < 0.01

Nc_free = 2 * (kT / (4 * np.pi * free_coeff))**1.5
print(f"effective mass: {mass_ratio:.2f} electron masses")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"hbar^2/(2 m_e), free electron: {free_coeff:.6f} eV nm^2")
print(f"hbar^2/(2 m), effective mass: {coeff:.5f} eV nm^2")
print(f"thermal wavelength squared: {lam**2:.3f} nm^2")
print(f"thermal wavelength: {lam:.4f} nm")
print(f"thermal wavelength cubed: {lam**3:.2f} nm^3")
print(f"Nc, closed formula: {Nc:.4e} nm^-3")
print(f"Nc, closed formula: {Nc * PER_CM3:.3e} cm^-3")
print(f"Nc, sum over box states: {Nc_sum * PER_CM3:.3e} cm^-3")
print(f"Nc, integral over g(E): {Nc_quad * PER_CM3:.3e} cm^-3")
print(f"Nc for the free-electron mass: {Nc_free * PER_CM3:.3e} cm^-3")
print(f"mass factor 0.34^(3/2): {mass_ratio**1.5:.5f}")
print(f"side of the counting box: {box:.0f} nm")
print(f"count error of g(E) up to 0.1 eV: {100*count_errors[0]:.3f} %")
print(f"count error of g(E) up to 0.2 eV: {100*count_errors[1]:.3f} %")
print(f"side of the box for the Boltzmann sum: {small_box:.0f} nm")
print(f"mean thermal energy above the edge: {mean_energy:.5f} eV")
print(f"Fermi level below the edge: {depth:.2f} eV")
print(f"eta = (E_F - E_c)/kT: {eta:.4f}")
print(f"Boltzmann factor exp(eta): {np.exp(eta):.5f}")
print(f"n, Boltzmann: {n_boltz * PER_CM3:.4e} cm^-3")
print(f"n, Fermi: {n_fermi * PER_CM3:.4e} cm^-3")
print(f"ratio Fermi/Boltzmann: {n_fermi / n_boltz:.5f}")
print(f"ratio from first correction: {first_order_ratio:.5f}")
print(f"n with E_F at the edge, Fermi: {n_edge * PER_CM3:.3e} cm^-3")
print(f"that density divided by Nc: {n_edge / Nc:.4f}")
print(f"s-band lattice spacing a: {a:.2f} nm")
print(f"s-band hopping t: {t:.4f} eV")
print(f"s-band width 12 t: {12 * t:.2f} eV")
for label, value in zip(("100", "110", "111"), masses):
    print(f"s-band mass along {label}: {value:.4f} electron masses")
print(f"Nc, full s band: {Nc_band * PER_CM3:.3e} cm^-3")
print(f"shift of Nc by the full band: {100 * band_shift:.3f} %")
print(f"shift predicted by 3kT/(16t): {100 * predicted_shift:.3f} %")
print("all good")
```

Running it gives:

```
effective mass: 0.34 electron masses
temperature: 300 K
thermal energy kT: 0.025852 eV
hbar^2/(2 m_e), free electron: 0.038100 eV nm^2
hbar^2/(2 m), effective mass: 0.11206 eV nm^2
thermal wavelength squared: 54.470 nm^2
thermal wavelength: 7.3804 nm
thermal wavelength cubed: 402.01 nm^3
Nc, closed formula: 4.9750e-03 nm^-3
Nc, closed formula: 4.975e+18 cm^-3
Nc, sum over box states: 4.975e+18 cm^-3
Nc, integral over g(E): 4.975e+18 cm^-3
Nc for the free-electron mass: 2.509e+19 cm^-3
mass factor 0.34^(3/2): 0.19825
side of the counting box: 200 nm
count error of g(E) up to 0.1 eV: 0.075 %
count error of g(E) up to 0.2 eV: 0.075 %
side of the box for the Boltzmann sum: 40 nm
mean thermal energy above the edge: 0.03878 eV
Fermi level below the edge: 0.10 eV
eta = (E_F - E_c)/kT: -3.8682
Boltzmann factor exp(eta): 0.02090
n, Boltzmann: 1.0396e+17 cm^-3
n, Fermi: 1.0320e+17 cm^-3
ratio Fermi/Boltzmann: 0.99269
ratio from first correction: 0.99261
n with E_F at the edge, Fermi: 3.807e+18 cm^-3
that density divided by Nc: 0.7651
s-band lattice spacing a: 0.35 nm
s-band hopping t: 0.9148 eV
s-band width 12 t: 10.98 eV
s-band mass along 100: 0.3400 electron masses
s-band mass along 110: 0.3400 electron masses
s-band mass along 111: 0.3400 electron masses
Nc, full s band: 5.002e+18 cm^-3
shift of Nc by the full band: 0.535 %
shift predicted by 3kT/(16t): 0.530 %
all good
```
